# Rosenthal's steady temperature field around a moving point heat source

A laser beam delivers 1.7 W to the surface of a silicon wafer preheated to 800 K and moves across it at 0.5 m/s. In a model with a point source and constant material properties, the surface 100 µm behind the beam is 63 K above the preheat temperature, while the surface 100 µm ahead is 5.5 K above it. The ratio is 0.087. At 10 µm the same ratio is 0.78, so the point-source field is more symmetric closer to the source. The 20 µm beam considered later covers that distance, and its finite width brings the ratio there still closer to 1. Both ratios follow from one length, the thermal diffusivity divided by the scan speed.

## The model and the moving frame

The solid fills $z>0$ and is at temperature $T_0$ far from the source. Its conductivity $k$, density $\rho$ and specific heat $c$ are constant, with diffusivity $\alpha=k/(\rho c)$. The absorbed power $P$ enters at a surface point moving along $+x$ with speed $v$; elsewhere the surface is insulated. Nothing melts. Away from the source, the rise $u=T-T_0$ obeys

$$\frac{\partial u}{\partial t}\bigg|_{x}=\alpha\nabla^2u. \tag{1}$$

Let $\xi=x-vt$ be the distance ahead of the source. At fixed $x$, $\xi$ changes at the rate $-v$, so the chain rule gives

$$\frac{\partial u}{\partial t}\bigg|_{x}=\frac{\partial u}{\partial t}\bigg|_{\xi}-v\frac{\partial u}{\partial\xi}. \tag{2}$$

Derivatives in space are unchanged. The change of frame thus produces an advection term and nothing else. Steadiness is a further condition: long after the start, an observer riding with the beam sees no change, and the first term on the right of (2) vanishes. Then

$$\nabla^2u+\frac{v}{\alpha}\frac{\partial u}{\partial\xi}=0. \tag{3}$$

## Removing the first derivative

Write $u=e^{-\lambda\xi}\phi$ with $\lambda$ still free. Then

$$\begin{aligned}
\partial_\xi u&=e^{-\lambda\xi}(\partial_\xi\phi-\lambda\phi),\\
\partial_\xi^2u&=e^{-\lambda\xi}(\partial_\xi^2\phi-2\lambda\,\partial_\xi\phi+\lambda^2\phi).
\end{aligned}$$

Inserting these in (3) and dividing by the exponential gives

$$\nabla^2\phi+\left(\frac v\alpha-2\lambda\right)\partial_\xi\phi+\left(\lambda^2-\frac{\lambda v}{\alpha}\right)\phi=0.$$

The first derivative disappears for $\lambda=\kappa$, where

$$\kappa=\frac{v}{2\alpha},\qquad \nabla^2\phi=\kappa^2\phi, \tag{4}$$

because the last bracket becomes $\kappa^2-2\kappa^2=-\kappa^2$.

To include the source, reflect the solid in its insulated surface. This gives a full space with a source of power $2P$ at the origin, and (3) becomes $k\nabla^2u+\rho cv\,\partial_\xi u=-2P\delta^3(\mathbf r)$. After the substitution the right side carries a factor $e^{\kappa\xi}$, which equals 1 at the origin. The equation for $\phi$ therefore has no preferred direction, and we seek $\phi=f(R)/R$ with $R=\sqrt{\xi^2+y^2+z^2}$. Since $\nabla^2(f/R)=f''/R$ for $R>0$, (4) reduces to $f''=\kappa^2f$, and

$$u=e^{-\kappa\xi}\,\frac{Ae^{-\kappa R}+Be^{\kappa R}}{R}. \tag{5}$$

The second part contains $e^{\kappa(R-\xi)}/R$, which grows without limit along every ray except the leading axis $\xi=R$. A solid that is cold far away requires $B=0$.

The constant $A$ follows from the power crossing a small hemisphere. As $R\to0$, $u\to A/R$ and the conducted flux is $-k\,\partial_Ru\to kA/R^2$. Over the area $2\pi R^2$ this carries $2\pi kA$. The heat carried by the moving material is proportional to $uR^2\sim R$ and vanishes in the limit. Hence $A=P/(2\pi k)$, and

$$\boxed{T-T_0=\frac{P}{2\pi kR}\exp\left[-\frac{v(R+\xi)}{2\alpha}\right]} \tag{6}$$

This is the only steady field with this source that tends to zero far away. The difference of two such fields has no source and is smooth in the reflected space. It obeys (3), which has no term proportional to $u$ itself, so its largest and smallest values in any ball lie on the ball's boundary. Those values tend to zero as the ball grows, so the difference is zero.

## What is exponential and what is not

On the surface track, at distance $d$ from the source, (6) gives

$$u_{\rm ahead}=\frac{P}{2\pi kd}\,e^{-vd/\alpha},\qquad u_{\rm behind}=\frac{P}{2\pi kd}. \tag{7}$$

Ahead, $R+\xi=2d$; behind, $R+\xi=0$. The exponential belongs to the leading side, and on the trailing axis the field falls as $1/d$. For any two points that differ in the sign of $\xi$, $R$ is the same and

$$\frac{u(\xi,y,z)}{u(-\xi,y,z)}=e^{-v\xi/\alpha}. \tag{8}$$

The asymmetry length is $\alpha/v$. For $R\ll\alpha/v$ the field tends to the stationary one, $P/(2\pi kR)$, which is also the limit $v\to0$ at fixed $R$.

The trailing rise in (7) does not depend on $v$ when $P$ is fixed. Far behind the beam there is a simple reason. The beam leaves energy $P/v$ per unit length of track, and after a time $t'=d/v$ this has spread over the half-plane below the track with the profile $e^{-r^2/(4\alpha t')}$, where $r^2=y^2+z^2$. The integral of that profile over the half-plane is $2\pi\alpha t'$, so the rise on the axis is

$$\frac{P/v}{\rho c\,2\pi\alpha t'}=\frac{P}{2\pi kvt'}=\frac{P}{2\pi kd}.$$

A slower beam deposits more energy per length, but that energy has had proportionally longer to spread by the time the beam is a distance $d$ away.

## Where the power goes

In the moving frame the material flows in the direction $-\xi$, and the energy flux is

$$\mathbf J=-k\nabla u-\rho cv\,u\,\hat{\mathbf x}. \tag{9}$$

Equation (3) states that $\nabla\cdot\mathbf J=0$ away from the source, so every hemisphere must pass the power $P$. To verify this for (6), set $\mu=\xi/R$ and $p=\kappa R$, and use $\rho cv=2k\kappa$. With $u=Ae^{-p(1+\mu)}/R$, the radial flux is

$$J_R=\frac{kA}{R^2}e^{-p(1+\mu)}\left[1+p(1+\mu)-2p\mu\right]
=\frac{kA}{R^2}e^{-p(1+\mu)}\left[1+p(1-\mu)\right].$$

The azimuth about the scan axis covers an angle $\pi$ in the half-space, so $dS=\pi R^2d\mu$. With $w=1+\mu$,

$$\int J_R\,dS=\pi kA\int_0^2e^{-pw}(1+2p-pw)\,dw
=\pi kA\Big[(w-2)e^{-pw}\Big]_0^2=2\pi kA=P. \tag{10}$$

The share of each mechanism changes with distance. In the example, conduction carries 1.696 W and advection 0.004 W through a hemisphere of radius 5 µm. At 100 µm the parts are 1.12 W and 0.58 W, and at 300 µm they are 0.46 W and 1.24 W.

## The same field from a cold start

A second derivation shows how the steady state arises. Heat released a time $s$ ago entered at $\xi=-vs$. A pulse of energy $P\,ds$ on an insulated surface produces twice the full-space response, so a source switched on a time $t$ ago gives

$$u=\int_0^t\frac{2P}{\rho c(4\pi\alpha s)^{3/2}}\exp\left[-\frac{(\xi+vs)^2+y^2+z^2}{4\alpha s}\right]ds. \tag{11}$$

Expanding the square turns the exponent into $-R^2/(4\alpha s)-\kappa\xi-\kappa^2\alpha s$. Define $a=R/\sqrt{4\alpha s}$ and $b=\kappa\sqrt{\alpha s}$, so that $2ab=\kappa R$, and consider

$$F(s)=e^{-\kappa R}\,\mathrm{erfc}(a-b)+e^{\kappa R}\,\mathrm{erfc}(a+b).$$

On differentiation both terms acquire the same factor $e^{-a^2-b^2}$, since $(a\mp b)^2\pm\kappa R=a^2+b^2$. The terms in $db/ds$ cancel, and $da/ds=-R/(4\sqrt\alpha\,s^{3/2})$ leaves

$$\frac{dF}{ds}=-\frac{4}{\sqrt\pi}\frac{da}{ds}e^{-a^2-b^2}
=\frac{R}{\sqrt{\pi\alpha}}\,s^{-3/2}e^{-R^2/(4\alpha s)-\kappa^2\alpha s}.$$

Because $F(0^+)=0$, the integral in (11) is proportional to $F(t)$. Its prefactor becomes $2P\sqrt{\pi\alpha}/[\rho c(4\pi\alpha)^{3/2}R]=P/(4\pi kR)$, so

$$u(t)=\frac{P}{4\pi kR}\,e^{-\kappa\xi}F(t). \tag{12}$$

As $t\to\infty$, $a\to0$ and $b\to\infty$. The first complementary error function tends to 2, the second term vanishes, and (12) becomes (6). The growing branch of (5) does not survive. At the point 100 µm behind the beam, the rise reaches 99% of its steady value after 903 µs, during which the beam travels 452 µm. For this point, a much shorter scan needs (12) instead of (6).

## Numbers for a silicon anneal

The conductivity of hot silicon is represented by the rough law $k(T)=K/(T-T_s)$, with $K=30\,000$ W/m and $T_s=100$ K. At 800 K it gives $k_0=42.9$ W/(m K). With $\rho=2330$ kg/m³ and $c=900$ J/(kg K),

$$\alpha=\frac{42.86}{2330\times900}=2.04\times10^{-5}\ \mathrm{m^2/s},\qquad \frac{\alpha}{v}=40.9\ \text{µm}.$$

At $d=100$ µm, (7) gives

$$u_{\rm behind}=\frac{1.7}{2\pi\times42.86\times10^{-4}}=63.1\ \mathrm K,\qquad
u_{\rm ahead}=63.1\,e^{-100/40.9}=5.5\ \mathrm K.$$

At the same distance to the side, $\xi=0$ and the rise is 18.6 K.

A surface point on the track that the beam passed a time $t'$ ago has $u=P/(2\pi kvt')$. Differentiating, and eliminating $t'$,

$$\frac{dT}{dt}=-\frac{u}{t'}=-\frac{2\pi kv\,u^2}{P}. \tag{13}$$

At 100 µm, $t'=200$ µs and the cooling rate is $63.1/(2.00\times10^{-4})=3.2\times10^5$ K/s.

Equation (6) was also compared with a finite-volume solution of the advection-diffusion equation on a 5 µm grid, in which a Gaussian ball of 1/e radius 12.7 µm replaced the point. Relative to (6), that solution was 3.3% higher 100 µm ahead, 0.9% lower 100 µm behind, and 1.2% higher at nearly the same distance to the side. The test allowed 5% for the width of the ball.

## Finite beam and variable conductivity

The point-source field diverges at $R=0$, so it cannot give the peak temperature. For a Gaussian beam, (6) is averaged over the intensity, proportional to $e^{-r'^2/b_0^2}$ with $r'$ the distance from the beam axis; here $b_0=20$ µm. The peak rise at constant $k$ is then 496 K.

Far from the beam the averaging matters mainly on the leading side. A source element displaced forward by $x'$ contributes with an extra factor $e^{2\kappa x'}$. Completing the square in $-x'^2/b_0^2+2\kappa x'$ gives an overall factor $e^{\kappa^2b_0^2}$ and moves the effective source forward by $\kappa b_0^2$. With $\kappa b_0=0.245$ these are 1.06 and 4.9 µm. At 100 µm the shift raises $1/R$ by a factor 1.05, and the product is an increase of about 12%. The full average gives 11.5% ahead, 5.4% to the side and $-0.2$% behind. The close agreement ahead is partly a cancellation: averaging along the track alone gives 14%, and averaging across it alone gives $-2$%.

Variable conductivity is treated with the Kirchhoff variable

$$\theta=\frac1{k_0}\int_{T_0}^{T}k(T')\,dT'=(T_0-T_s)\ln\frac{T-T_s}{T_0-T_s}, \tag{14}$$

where $K/k_0=T_0-T_s$ was used. Since $k\nabla T=k_0\nabla\theta$, the steady balance becomes

$$\nabla^2\theta+\frac{v}{\alpha(T)}\frac{\partial\theta}{\partial\xi}=0,\qquad \alpha(T)=\frac{k(T)}{\rho c}. \tag{15}$$

This has the form of (3) if $v=0$ or if $\alpha$ is constant. Here $\alpha$ varies, so using the constant-$k$ rise for $\theta$ is an approximation. It gives a peak of

$$T=800+700\left(e^{495.7/700}-1\right)=1521\ \mathrm K.$$

For the ball source in motion, a numerical solution with the full $k(T)$ on the 5 µm grid has a peak rise of 688 K, against 713 K from the Kirchhoff approximation. The grid is coarse compared with the ball. With a spacing of about 1.5 µm at the source the two values move to 698 K and 716 K, so the Kirchhoff approximation is high by 2 to 3%. For the surface beam the full $k(T)$ on such a grid gives a peak rise of about 705 K, or 1505 K, against the 1521 K estimated above.

The same numerical solution shows what $k(T)$ does at 100 µm: compared with constant $k_0$, the rise for the ball source is 8% larger behind and nearly 10% smaller ahead (for the surface beam the decrease ahead is about 8.5%). Inverting (14) with $\theta=63.1$ K accounts for a 5% increase behind; with $\theta=5.5$ K it gives less than 1% ahead. In this model the remainder must come from $\alpha(T)$ in (15). Its sign ahead is the expected one, since a smaller diffusivity in the heated material ahead of the beam shortens the reach of heat against the flow.

## The model beside a real anneal

The example describes a small, continuous-wave beam that heats silicon without melting it. The power here is absorbed power, and the incident power must be larger because silicon reflects part of the light. Of the effects sized here, the finite beam and the variation of $k$ change the field 100 µm ahead most, by about 10% each and in opposite directions. Constant $k$ also fails badly at the centre, where the rough law has fallen to 21 W/(m K) and the estimated peak rise grows from 496 K to 721 K.

Three other omissions matter less within about 100 µm of the beam. An insulated rear face at depth $h$ adds image sources at $z=\pm2nh$, with $n=1,2,\dots$ Far behind, the first pair adds the fraction $2e^{-vh^2/(\alpha d)}$, because $R-d\approx2h^2/d$. For a 700 µm wafer the images add 10% at 4.0 mm behind the beam, and beyond that the $1/d$ law is no longer a good description. A rear face held at $T_0$, as on a heated chuck, reverses the sign of the first pair and lowers the rise by 10% at the same distance. Over an assumed optical depth of 0.5 µm the rise at the beam centre falls by 3%, which indicates the error of placing all absorption at the surface. This error is small only for strongly absorbed light: it reaches 11% for an optical depth of 2 µm and 23% for 5 µm. A disc of radius 100 µm held entirely at the peak temperature, with emissivity 0.7, would radiate 6 mW more than at 800 K, or 0.4% of the absorbed power.

The peak lies about 170 K below the rough melting point of 1690 K in the Kirchhoff estimate, and about 185 K below it with the full $k(T)$. If the power is raised until the surface melts, (6) loses its basis near the beam: latent heat is taken up at the melting front and released at the freezing front, and the liquid has different properties. A melt-pool outline read from an isotherm of (6) includes none of this. The remaining values are listed in the numerical output.

## Table of computed values

```
absorbed power: 1.70 W
scan speed: 0.50 m/s
beam 1/e radius: 20.0 um
preheat temperature: 800 K
density: 2330 kg/m3
specific heat: 900 J/(kg K)
conductivity at preheat: 42.86 W/(m K)
diffusivity at preheat: 0.2044 cm2/s
asymmetry length alpha/v: 40.87 um
kappa times beam radius: 0.245 (no unit)
ahead/behind ratio at 10 um: 0.78298 (no unit)
ahead/behind ratio at 50 um: 0.29427 (no unit)
ahead/behind ratio at 100 um: 0.08660 (no unit)
ahead/behind ratio at 200 um: 0.00750 (no unit)
point-source rise 50 um behind: 126.26 K
point-source rise 50 um ahead: 37.156 K
point-source rise 100 um behind: 63.13 K
point-source rise 100 um ahead: 5.467 K
point-source rise 200 um behind: 31.57 K
point-source rise 200 um ahead: 0.237 K
point-source rise 100 um to the side: 18.58 K
conducted, advected at R=5 um: 1.6960, 0.0040 W
conducted, advected at R=100 um: 1.1222, 0.5778 W
conducted, advected at R=300 um: 0.4618, 1.2382 W
time since beam passed, 100 um behind: 200.0 us
cooling rate 100 um behind: -3.157e+05 K/s
time to 99% of steady rise there: 903 us
scan length in that time: 452 um
grid minus formula, ahead: 3.31 %
grid minus formula, behind: -0.85 %
grid minus formula, side: 1.23 %
beam peak rise, constant k: 495.7 K
beam peak lag behind beam centre: 2 um
beam peak temperature, Kirchhoff: 1521 K
rough melting point used: 1690 K
conductivity at peak: 21.11 W/(m K)
finite-beam change 100 um ahead: 11.50 %
finite-beam change 100 um behind: -0.17 %
k(T) change 100 um ahead: -9.55 %
k(T) change 100 um behind: 8.04 %
Kirchhoff test at rest, peak error: -0.11 %
ball peak rise, full k(T) solution: 688.1 K
ball peak rise, Kirchhoff: 712.6 K
wafer thickness: 700 um
thickness adds 10% at distance behind: 3.96 mm
optical depth assumed: 0.50 um
rise lost over optical depth: 3.13 %
emissivity assumed: 0.70 (no unit)
radiation bound, 100 um disc at peak T: 6.17 mW
```
